# Half coverage of a periodic lattice gas from particle-hole symmetry, part 2

Molecules adsorb on a periodic square lattice of $M$ sites, with $n_i=1$ on an occupied site and $n_i=0$ on an empty one. The layer exchanges molecules with a reservoir at temperature $T$ and chemical potential $\mu$, measured from the free energy of one isolated adsorbed molecule. A configuration has a probability proportional to $e^{-K_\mu(n)/kT}$, with

$$K_\mu(n)=-wB(n)-\mu N(n),$$

where $N$ is the number of molecules, $B$ the number of occupied nearest-neighbour pairs and $w>0$ their attraction. The problem is to find when the layer is half covered, and what this means in a simulation and for a gas at a given pressure.

Part (c) showed that the mean coverage $\theta=\langle N\rangle/M$ obeys

$$\theta(\mu)+\theta(-4w-\mu)=1 ,$$

so it is one half at $\mu=-2w$. By (d), its slope is

$$\frac{d\theta}{d\mu}=\frac{\langle N^2\rangle-\langle N\rangle^2}{M\,kT}.$$

Part (f) changed the model. A second-neighbour attraction $w_2$ moves the half-coverage point to

$$\mu=-2w-2w_2 .$$

With $s_i=2n_i-1$, a site with $z_i$ neighbours feels the field

$$h_i=\frac\mu2+\frac{wz_i}{4}.$$

An attraction $t$ among bent groups of three sites adds $-tn_in_jn_k$ for each group, which equals $-(t/8)(1+s_i)(1+s_j)(1+s_k)$. At $\mu=-2w$, this attraction and deeper sites raise the coverage above one half, while open edges lower it.

Part (g) found that two phases, one dilute and one dense, coexist in a large layer at $\mu=-2w$ below the critical temperature $T_c$, given by

$$kT_c=\frac{w}{2\ln(1+\sqrt2)} .$$

Their coverages are

$$\theta_\pm=\frac12\pm\frac12\left[1-\sinh^{-4}\!\left(\frac{w}{2kT}\right)\right]^{1/8}.$$

### (h) What a Monte Carlo run shows

**Question.** Construct a rule that refills one site at a time and leads to the grand canonical distribution. How does the symmetry appear in it, and what coverage does a run report above and below $T_c$?

**Solution.** Let a site have $q$ occupied neighbours. Filling it changes $K_\mu$ by $-wq-\mu$. Let the new state be occupied with probability

$$p_q=\frac{1}{1+e^{-(\mu+wq)/kT}} .$$

Then $p_q/(1-p_q)=e^{(\mu+wq)/kT}$, which is the ratio of the weights of the two states. Filling and emptying therefore balance in equilibrium. On a lattice with even sides, coloured like a chessboard, all sites of one colour may be refilled together, because none of them are neighbours.

At $\mu=-2w$ the exponent contains $w(q-2)$. It changes sign under $q\to4-q$, so

$$p_q+p_{4-q}=1 .$$

Vacancies thus appear and disappear by the same rule as molecules. A run from an empty layer and a run from a full layer are mirror images in the statistical sense: at each time their expected coverages add up to one. Their average is one half even when neither run has reached equilibrium, so this average is no evidence of convergence.

Take $w=0.05$ eV. The formula of (g) gives $kT_c=0.05/1.763=0.0284$ eV, or $T_c=329$ K. A separate estimate, from the correlation lengths of periodic strips 6 and 8 sites wide, gives 330 K.

Sixteen independent lattices of $32\times32$ sites were run from the empty state at $\mu=-2w$. At 400 K, with 5000 sweeps of which the first 600 were discarded, the mean coverage was $0.4999\pm0.0015$, where the error is the standard error over the sixteen lattices.

At 250 K, with 1000 sweeps and 300 discarded, the result was different:

| Start | Monte Carlo | Formula for the phase |
|---|---|---|
| empty | $0.0162\pm0.0001$ | 0.0163 |
| full | $0.9836\pm0.0001$ | 0.9837 |

Each run stayed in the phase next to its starting state. The chemical potential was right in both, and neither reported one half.

On a $4\times4$ lattice all configurations can be summed, and no waiting is involved. At 250 K the empty and the full layer each have probability 0.411, while all half-filled configurations together have 0.0007. The mean is one half although a half-filled layer is hardly ever present.

### (i) From chemical potential to pressure

**Question.** The layer is in equilibrium with an ideal gas of pressure $p$. Let $p_0$ be the pressure that would give half coverage without attraction. Find the half-coverage pressure with attraction.

**Solution.** For an ideal gas of molecules with mass $m$ and internal partition function $q_g$,

$$\mu_g=kT\ln\frac{p\lambda^3}{kT}-kT\ln q_g,\qquad \lambda=\frac{h}{\sqrt{2\pi mkT}} .$$

Let $f$ be the free energy of one isolated adsorbed molecule. The chemical potential used so far is $\mu=\mu_g-f$. At fixed temperature $f$ and $q_g$ are constants, and $p$ enters through its logarithm.

Without attraction each site is independent, with $\theta=1/(1+e^{-\mu/kT})$. This is one half at $\mu=0$, so $p_0$ is the pressure at which $\mu=0$. Subtracting the expression at $p_0$ from that at $p$ gives

$$\mu=kT\ln\frac{p}{p_0} .$$

With $\mu=-2w$ the half-coverage pressure is

$$p_{1/2}=p_0\,e^{-2w/kT} .$$

Attraction lowers the required pressure. The relation of (c) also takes a simple form. If $\mu=-2w+kT\ln r$, its partner is $-4w-\mu=-2w-kT\ln r$, and hence

$$\theta(r\,p_{1/2})+\theta(p_{1/2}/r)=1 .$$

### (j) Water on an oxide surface

**Question.** In the water step of oxide atomic layer deposition, some water may be held as intact molecules and leave again. Take the round values $w=0.05$ eV, $T=400$ K, $p_0=2$ Torr and a site spacing of 0.3 nm. Find the half-coverage pressure and judge how sharply the coverage depends on pressure.

**Solution.** At 400 K, $kT=0.03447$ eV. The chemical potential is $-2w=-0.100$ eV, and

$$p_{1/2}=2\ \text{Torr}\times e^{-0.100/0.03447}=2\ \text{Torr}\times0.0550=0.110\ \text{Torr},$$

or 14.7 Pa. As a test, the pressure was also found by solving $\theta=1/2$ with the enumerated coverage of the $4\times4$ lattice. The result agrees, at 0.1099 Torr.

Since 400 K lies above $T_c=329$ K, the layer has a single phase. It still responds strongly. On a periodic strip 8 sites wide and infinitely long, the coverage at three pressures is

| Pressure | Coverage |
|---|---|
| $p_{1/2}/1.1$ | 0.212 |
| $p_{1/2}$ | 0.500 |
| $1.1\,p_{1/2}$ | 0.788 |

The outer values add up to one, as (i) requires. They still depend slightly on the width of the strip: at 12 or 13 sites the upper value is 0.792, so the outer coverages of a wide layer differ from the table by about 0.004. Independent sites at 1.1 times their own half-coverage pressure would have $\theta=1.1/2.1=0.524$. At $p_0$ itself the strip with attraction is nearly full, with $\theta=0.997$.

The distance to the critical point is modest. The attraction that would make 400 K critical is

$$w=2kT\ln(1+\sqrt2)=0.0608\ \text{eV}.$$

### (k) What the model leaves out

**Question.** Estimate how far neglected effects move the half-coverage pressure and the coverage. Is equilibrium reached within a dose of about 0.1 s?

**Solution.** Each change below is made alone, with $w$, $T$ and $p_0$ held fixed. The pressure factor multiplies $p_{1/2}=0.110$ Torr.

| Change | Half-coverage $\mu$ (eV) | Pressure factor |
|---|---|---|
| $w_2=0.005$ eV | $-0.1100$ | 0.75 |
| $t=0.002$ eV | $-0.1076$ | 0.80 |
| open terrace, 10 sites | $-0.0969$ | 1.10 |

The first two rows refer to periodic strips 8 sites wide, and the third to a strip 10 sites wide with two open edges. All strips are infinitely long. The first row agrees with $-2w-2w_2$ from (f). This attraction also raises the critical temperature, from 330 K to 376 K by the estimate from strips 6 and 8 sites wide (375 K from strips 8 and 10 sites wide), which brings it close to the working temperature.

For the second row, each site is the corner of four bent groups and belongs to twelve. By (f) each group adds a field $t/8$, so the total field is $12t/8=3t/2$. Cancelling it alone needs $\Delta\mu=-3t=-0.006$ eV. The computed shift is $-0.0076$ eV; the remainder is due to the three-site coupling, since fields and pair couplings alone would give $-3t$.

The pressure moves by about a quarter or less in these three cases, but the coverage at the original $\mu=-2w$ moves much more. It is 0.94 with the second-neighbour attraction, 0.94 with the three-site attraction and 0.28 on the terrace, which is 3 nm wide. The directions are those found in (f). If two sites of a periodic $4\times4$ lattice are deeper by 0.10 eV, the mean coverage of all 16 sites at $\mu=-2w$ is 0.86 when the two sites are as far apart as possible (two steps along each axis) and 0.83 when they are neighbours. For the three changes in the table, the half-coverage pressure is thus a more robust prediction than the coverage at a given pressure.

A larger uncertainty lies in $p_0$. An error of 0.05 eV in the site free energy changes the pressure by a factor $e^{0.05/0.03447}=4.3$ in either direction, so $p_{1/2}$ could lie between about 0.03 and 0.5 Torr. The chosen $p_0$ corresponds to

$$f+kT\ln q_g=kT\ln\frac{p_0\lambda^3}{kT}=-0.74\ \text{eV}.$$

This is a free energy and not a binding energy.

A second layer is unimportant here if its molecules are bound about as strongly as in liquid water. Its occupation is then of the order of $p_{1/2}$ divided by the saturation pressure. With a rough value of 1800 Torr for the latter, the ratio is $6\times10^{-5}$.

For the time scale, assume that every molecule arriving at an empty site sticks. The arrival rate per site of area $a^2$ is $pa^2/\sqrt{2\pi mkT}$. Without attraction, arrival and departure balance at half coverage when the pressure is $p_0$, so an isolated molecule stays for

$$\tau_0=\frac{\sqrt{2\pi mkT}}{p_0a^2}=1.3\ \mu\text{s}.$$

If sticking does not depend on the neighbours, detailed balance lengthens this by $e^{qw/kT}$ for $q$ occupied neighbours. With four neighbours the stay is 0.44 ms. At $p_{1/2}$ a site is hit on average every $1.3\ \mu\text{s}/0.055\approx24\ \mu\text{s}$. All these times are far below 0.1 s, so single-site exchange is fast enough. The slower rearrangement of large clusters, and the transport of gas into narrow structures, are not covered by this estimate.

The real water step differs from the model in several respects. The attraction of 0.05 eV is weak beside the hydrogen bond of two free water molecules, roughly 0.2 eV without zero-point motion, and its value on a given oxide depends on the spacing and orientation of the molecules. With $w=0.10$ eV and the same $p_0$, the half-coverage pressure would fall to $2\ \text{Torr}\times0.055^2=0.006$ Torr. The critical temperature would double to 658 K, and at 400 K a dilute and a dense phase would coexist at this pressure. A molecule with four neighbours would then stay $1.3\ \mu\text{s}\times e^{0.40/0.03447}\approx0.15$ s, longer than the dose, so the conclusion on time scales above holds for $w=0.05$ eV and not for this case. Real surfaces also have unequal sites, for which only the coverage of one small example was computed above. Finally, water may dissociate into hydroxyl groups that do not leave during the purge. These lie outside a model of reversible adsorption, so the computed coverage describes intact molecular water and not the material gained per deposition cycle.

Most of the computed values are listed with more digits in the numerical output.

## Calculated quantities

```
attraction w = 0.050 eV
temperature T = 400 K, kT = 0.03447 eV
half-coverage pressure without attraction p0 = 2.00 Torr
site spacing = 0.30 nm, molecular mass = 18.015 u
half-coverage chemical potential -2w = -0.100 eV
pressure factor exp(-2w/kT) = 0.05496
half-coverage pressure = 0.1099 Torr = 14.66 Pa
same pressure, root on 4x4 enumeration = 0.1099 Torr
strip (8 wide, periodic) coverage at mu=-2w = 0.50000000
strip coverage at 1.1 x half pressure = 0.78843
strip coverage at half pressure / 1.1 = 0.21157
strip coverage at p0 (mu=0) = 0.99686
4x4 slope at mu=-0.093 eV, difference = 25.2799 per eV
4x4 slope at same mu, from variance = 25.2799 per eV
critical temperature, Ising formula = 329.2 K
critical temperature, strips 6 and 8 = 330.0 K
attraction making 400 K critical = 0.0608 eV
Monte Carlo 32x32, 400 K, from empty = 0.4999 +- 0.0015
cold temperature = 250 K, kT = 0.02154 eV
cold dilute phase coverage, formula = 0.01632
cold dense phase coverage, formula = 0.98368
cold Monte Carlo from empty = 0.01617 +- 0.00013
cold Monte Carlo from full = 0.98357 +- 0.00010
cold 4x4 probability of N=0 = 0.41125
cold 4x4 probability of N=8 = 0.00066
cold 4x4 probability of N=16 = 0.41125
second-neighbour attraction tried = 0.005 eV
  half-coverage mu with it = -0.11000 eV
  pressure changes by factor 0.7482
  critical temperature with it (strips) = 375.7 K
bent three-body attraction tried = 0.002 eV
  coverage at mu=-2w with it = 0.9378
  half-coverage mu with it = -0.10757 eV
  pressure changes by factor 0.8029
open terrace width = 10 sites = 3.0 nm
  coverage at mu=-2w on it = 0.2791
  half-coverage mu on it = -0.09687 eV
  pressure changes by factor 1.0950
2 of 16 sites deeper by 0.10 eV: coverage = 0.8578
site free energy error 0.05 eV: pressure factor 4.27
rough water saturation pressure = 1800 Torr
half pressure / saturation pressure = 6.1e-05
site free energy, equal internal factors = -0.744 eV
residence time alone, sticking 1 = 1.34 microseconds
residence time with 4 neighbours = 0.444 ms
```
